# How CC2, CIS(D∞), ADC(2) and CIS(D) excitation energies are related, part 1

(Sections cited here and not found follow in the second part.)

Hartree atomic units are used, and excitation energies are also given in eV. The reference $|0\rangle$ is a closed-shell Hartree–Fock determinant built from real canonical spin orbitals with energies $\varepsilon_p$. The indices $i,j,k,l,m,n$ label occupied spin orbitals, $a,b,c,d,e,f$ virtual ones, and $p,q,r,s$ either kind; $p^\dagger$ and $p$ also denote the creation and annihilation operators. The integrals $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$ change sign when $p,q$ or $r,s$ are exchanged, and for real orbitals $\langle pq\|rs\rangle=\langle rs\|pq\rangle$. The excitation operators are

$$\tau_i^a=a^\dagger i,\qquad \tau_{ij}^{ab}=a^\dagger b^\dagger j\,i ,$$

and likewise for higher ranks. The determinants $|\mu\rangle=\tau_\mu|0\rangle$, counted once each ($i<j$, $a<b$), form with $|0\rangle$ an orthonormal basis, and $\mu_n$ denotes a label of excitation rank $n$. All $\tau_\mu$ commute with one another, because each contains an even number of operators drawn from the mutually anticommuting set of virtual creators and occupied annihilators. A bra $\langle\mu_n|$ multiplied on the right by an excitation operator of rank $m$ becomes a bra of rank $n-m$ or zero; in particular $\langle\mu_1|\tau_{\nu_2}=0$ and $\langle\mu_1|\tau_{\nu_1}=\delta_{\mu\nu}\langle0|$. This is called the rank rule below.

The Hamiltonian is split as $H=F+\lambda W$, where $F=\sum_p\varepsilon_p\,p^\dagger p$, the physical value is $\lambda=1$, and "order" always means the power of $\lambda$ at fixed orbitals. From $[F,p^\dagger]=\varepsilon_pp^\dagger$ and $[F,p]=-\varepsilon_pp$,

$$[F,\tau_i^a]=D_{ia}\tau_i^a,\quad D_{ia}=\varepsilon_a-\varepsilon_i,\qquad [F,\tau_{ij}^{ab}]=\Delta_{ij}^{ab}\tau_{ij}^{ab},\quad \Delta_{ij}^{ab}=D_{ia}+D_{jb}. \tag{1}$$

The commutator of $F$ with an excitation operator is therefore again an excitation operator, and it commutes with every $\tau$. For Hartree–Fock orbitals the one-electron parts cancel when $W$ is normal ordered with respect to $|0\rangle$, which leaves a constant plus

$$W_N=\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\{p^\dagger q^\dagger s\,r\},$$

where the braces move $a$ and $i^\dagger$, which annihilate $|0\rangle$, to the right with the sign of the permutation. $W$ changes the rank by at most two. Its rank-raising part of rank two is the excitation operator $G=\tfrac14\sum g_{kl}^{cd}\tau_{kl}^{cd}$ with $g_{kl}^{cd}=\langle kl\|cd\rangle$, its part of rank $-2$ is $G^\dagger$, and $W_N|0\rangle=G|0\rangle$, which contains the Brillouin theorem $\langle\mu_1|H|0\rangle=0$.

CC2 uses the cluster operators $T_1=\sum t_i^a\tau_i^a$ and $T_2=\tfrac14\sum t_{ij}^{ab}\tau_{ij}^{ab}$, the dressed Hamiltonian $\hat H=e^{-T_1}He^{T_1}$, and the amplitude equations $\Omega_\mu=0$ with

$$\Omega_{\mu_1}=\langle\mu_1|\hat H+[\hat H,T_2]|0\rangle,\qquad \Omega_{\mu_2}=\langle\mu_2|\hat H+[F,T_2]|0\rangle. \tag{2}$$

Its excitation energies are the eigenvalues of the Jacobian $A_{\mu\nu}=\partial\Omega_\mu/\partial t_\nu$ at the solution. The reason is that the time-dependent Schrödinger equation for a state proportional to $e^{T(t)}|0\rangle$, multiplied by $e^{-T}$ and projected on $\langle\mu|$, reads $i\dot t_\mu=\Omega_\mu(t)$, since commuting operators give $e^{-T}\partial_te^{T}=\dot T$; a small oscillation $\delta t=Re^{-i\omega t}$ about the solution then obeys $AR=\omega R$. In exact theory $\Omega_\mu=\langle\mu|e^{-T}He^{T}|0\rangle$, and CC2 replaces this by (2).

Because $\tau_{\nu_1}$ commutes with $T_1$, the derivative of the dressed Hamiltonian is $\partial\hat H/\partial t_{\nu_1}=-\tau_{\nu_1}\hat H+\hat H\tau_{\nu_1}=[\hat H,\tau_{\nu_1}]$. The derivative of $[\hat H,T_2]$ is $[[\hat H,\tau_{\nu_1}],T_2]$, which equals $[[\hat H,T_2],\tau_{\nu_1}]$ by the Jacobi identity and $[\tau_{\nu_1},T_2]=0$. With respect to a doubles amplitude, $T_2$ is simply replaced by $\tau_{\nu_2}$. Hence

$$A^{\rm CC2}=\begin{pmatrix}\langle\mu_1|[\hat H+[\hat H,T_2],\tau_{\nu_1}]|0\rangle&\langle\mu_1|[\hat H,\tau_{\nu_2}]|0\rangle\\ \langle\mu_2|[\hat H,\tau_{\nu_1}]|0\rangle&\langle\mu_2|[F,\tau_{\nu_2}]|0\rangle\end{pmatrix}. \tag{3}$$

The phrase "set $T_1$ to zero" needs two qualifications. The derivative with respect to $t_{\nu_1}$ is taken first and $T_1=0$ is inserted afterwards. And the CC2 doubles amplitudes depend on $T_1$ through $\hat H$, so they must be redetermined from $\Omega_{\mu_2}=0$ at $T_1=0$; keeping the converged CC2 doubles while deleting the singles gives a different matrix. At $T_1=0$, (1) and $W_N|0\rangle=G|0\rangle$ turn the doubles equation into $\lambda g_{ij}^{ab}+\Delta_{ij}^{ab}t_{ij}^{ab}=0$. From here on $t$ and $T_2$ denote the amplitudes and the operator with the factor $\lambda$ taken out,

$$t_{ij}^{ab}=-\frac{\langle ij\|ab\rangle}{\Delta_{ij}^{ab}},\qquad E_{\rm MP2}=\langle0|WT_2|0\rangle=\langle0|G^\dagger T_2|0\rangle=\tfrac14\sum g_{ij}^{ab}t_{ij}^{ab}. \tag{4}$$

These are the first-order Møller–Plesset amplitudes and the second-order correlation energy. The singles equation is not satisfied at this point, since $\langle\mu_1|WT_2|0\rangle\neq0$ in general, so $T_1=0$ is an approximation to CC2 and not a special case of it.

The matrix (3) at this point is called $A$, with blocks $A_{11},A_{12},A_{21},A_{22}$. By (1), $A_{22}$ is the diagonal matrix $\Delta$. In the singles block, $\langle\mu_1|[H,\tau_\nu]|0\rangle=\langle\mu_1|H|\nu_1\rangle-\delta_{\mu\nu}E_{\rm HF}$ by the rank rule, and this is the CIS matrix. The $F$ part gives $D_\mu\delta_{\mu\nu}$ and the constant in $W$ cancels. Of the rank-preserving terms of $W_N$, those with two particle annihilators or two hole annihilators destroy a singly excited determinant. The remaining ones have one occupied and one virtual index among $p,q$ and among $r,s$; the four placements are equal by antisymmetry and cancel the factor $\tfrac14$, giving $\sum\langle em\|nf\rangle\{e^\dagger m^\dagger f\,n\}$. Moving $n$ past two operators costs no sign, so the string is $e^\dagger n\,m^\dagger f=\tau_n^e(\tau_m^f)^\dagger$, and between $\langle ia|$ and $|jb\rangle$ it selects $e=a$, $n=i$, $m=j$, $f=b$:

$$A^{\rm CIS}_{ia,jb}=D_{ia}\delta_{ij}\delta_{ab}+\lambda\langle aj\|ib\rangle. \tag{5}$$

This is symmetric, because $\langle bi\|ja\rangle=\langle ja\|bi\rangle=\langle aj\|ib\rangle$.

The second part of the singles block is $\lambda\langle\mu_1|[[H,T_2],\tau_\nu]|0\rangle$. The $F$ part vanishes because $[F,T_2]$ commutes with $\tau_\nu$. The $W$ part expands into four terms,

$$\langle\mu_1|WT_2\tau_\nu|0\rangle-\langle\mu_1|T_2W\tau_\nu|0\rangle-\langle\mu_1|\tau_\nu WT_2|0\rangle+\langle\mu_1|\tau_\nu T_2W|0\rangle .$$

The second and fourth vanish by the rank rule and the third is $-\delta_{\mu\nu}E_{\rm MP2}$. In the first, a triply excited state is taken to rank one, so only $G^\dagger$ acts. Since $G$ and $\tau_\mu$ commute, so do their adjoints, and the coefficient of $\lambda^2$ is

$$A^{(2)}_{\mu\nu}=\langle\mu_1|WT_2\tau_\nu|0\rangle-\delta_{\mu\nu}E_{\rm MP2}=\langle0|G^\dagger\tau_\mu^\dagger\tau_\nu T_2|0\rangle-\delta_{\mu\nu}\langle0|G^\dagger T_2|0\rangle. \tag{6}$$

The same structure occurs again later, so it is evaluated for two arbitrary doubles operators $X$ and $Y$ with antisymmetric amplitudes $x$ and $y$. Let $\mu=(ia)$, $\nu=(jb)$, so that $\tau_\mu^\dagger\tau_\nu=i^\dagger a\,b^\dagger j$. Inserting $ab^\dagger=\delta_{ab}-b^\dagger a$, noting that the pair $b^\dagger a$ commutes with $i^\dagger$, and then inserting $i^\dagger j=\delta_{ij}-ji^\dagger$ gives

$$\tau_\mu^\dagger\tau_\nu=(\delta_{ab}-b^\dagger a)(\delta_{ij}-ji^\dagger)=\delta_{ab}\delta_{ij}-\delta_{ij}\,b^\dagger a-\delta_{ab}\,ji^\dagger+\tau_\nu\tau_\mu^\dagger, \tag{7}$$

where the last term uses $b^\dagger a\,j\,i^\dagger=b^\dagger j\,i^\dagger a$, two transpositions. Three actions on $Y|0\rangle=\tfrac14\sum y_{kl}^{cd}c^\dagger d^\dagger lk|0\rangle$ are needed. From $ac^\dagger d^\dagger=\delta_{ac}d^\dagger-\delta_{ad}c^\dagger+c^\dagger d^\dagger a$, whose last term annihilates $lk|0\rangle$, and $y^{ca}=-y^{ac}$,

$$aY|0\rangle=\tfrac12\sum_{klc}y_{kl}^{ac}\,c^\dagger lk|0\rangle .$$

From $i^\dagger lk=\delta_{il}k-\delta_{ik}l+lki^\dagger$, whose last term annihilates $|0\rangle$, and $y_{ki}=-y_{ik}$,

$$i^\dagger Y|0\rangle=\tfrac14\sum c^\dagger d^\dagger\big(y_{ki}^{cd}\,k-y_{il}^{cd}\,l\big)|0\rangle=-\tfrac12\sum_{kcd}y_{ik}^{cd}\,c^\dagger d^\dagger k|0\rangle .$$

Applying $i^\dagger$ to the first result, with one sign for passing $c^\dagger$,

$$\tau_\mu^\dagger Y|0\rangle=-\tfrac12\sum c^\dagger\big(y_{ki}^{ac}\,k-y_{il}^{ac}\,l\big)|0\rangle=\sum_{kc}y_{ik}^{ac}\,c^\dagger k|0\rangle .$$

Each term of (7) between $\langle0|X^\dagger$ and $Y|0\rangle$ is a scalar product of two such vectors. For $b^\dagger a$ it is the product of $bX|0\rangle$ and $aY|0\rangle$; the overlap of $d^\dagger nm|0\rangle$ with $c^\dagger lk|0\rangle$ is $\delta_{cd}(\delta_{mk}\delta_{nl}-\delta_{ml}\delta_{nk})$, whose two terms contribute equally, so the result is $\tfrac14\cdot2\sum x_{kl}^{bc}y_{kl}^{ac}$. For $ji^\dagger$ it is the product of $j^\dagger X|0\rangle$ and $i^\dagger Y|0\rangle$, where the two minus signs cancel and the pair $cd$ supplies the factor two, giving $\tfrac12\sum x_{jk}^{cd}y_{ik}^{cd}$. For $\tau_\nu\tau_\mu^\dagger$ it is $\sum x_{jk}^{bc}y_{ik}^{ac}$. Therefore

$$\langle0|X^\dagger\tau_\mu^\dagger\tau_\nu Y|0\rangle-\delta_{\mu\nu}\langle0|X^\dagger Y|0\rangle=\sum_{kc}y_{ik}^{ac}x_{jk}^{bc}-\tfrac12\delta_{ij}\sum_{klc}y_{kl}^{ac}x_{kl}^{bc}-\tfrac12\delta_{ab}\sum_{kcd}y_{ik}^{cd}x_{jk}^{cd}. \tag{8}$$

With $X=G$ and $Y=T_2$,

$$A^{(2)}_{ia,jb}=\sum_{kc}t_{ik}^{ac}\langle jk\|bc\rangle-\tfrac12\delta_{ij}\sum_{klc}t_{kl}^{ac}\langle kl\|bc\rangle-\tfrac12\delta_{ab}\sum_{kcd}t_{ik}^{cd}\langle jk\|cd\rangle. \tag{9}$$

The row indices sit on the amplitude and the column indices on the integral, and this is why $A^{(2)}$ is not symmetric. The subtraction of $E_{\rm MP2}$ in (6) has cancelled the first term of (7), the only one that grows with the size of the system. Every surviving term shares an index with the excitation, so for two distant fragments the pair amplitudes of one do not enter the excitation energies of the other. On the diagonal, $tg=-g^2/\Delta$ is negative, so the last two terms of (9) are positive. The second runs over all doubles that contain $a$ and the third over all doubles that contain $i$; the negative first term runs over the doubles that contain both and removes their double counting. The diagonal element is therefore positive, and it is the pair correlation of the ground state that is lost because orbital $a$ is now filled and orbital $i$ is now empty.

For the coupling blocks, $\langle\mu_1|[H,\tau_{\nu_2}]|0\rangle=\langle\mu_1|H|\nu_2\rangle$ by the rank rule. Also $\langle\mu_2|[H,\tau_{\nu_1}]|0\rangle=\langle\mu_2|H|\nu_1\rangle-\langle\mu_2|\tau_{\nu_1}H|0\rangle$, and the second term is a singly excited bra acting on $H|0\rangle$, which vanishes by the Brillouin theorem. Since $H$ is real symmetric, $A_{12}=A_{21}^{T}$. Both arguments fail for $\hat H$, which is not symmetric and has $\langle\mu_1|\hat H|0\rangle\ne0$. The explicit form follows from the rank $+1$ terms of $W_N$ acting on $c^\dagger k|0\rangle$. The terms with one particle annihilator have two equal placements, $\tfrac12\sum\langle ab\|em\rangle a^\dagger b^\dagger m\,e$. With $ec^\dagger k|0\rangle=\delta_{ec}k|0\rangle$ they give $\sum_{a<b}\sum_m\langle ab\|cm\rangle a^\dagger b^\dagger mk|0\rangle$, whose component on $a^\dagger b^\dagger ji|0\rangle$ is $+\langle ab\|cj\rangle$ for $k=i$ and $-\langle ab\|ci\rangle$ for $k=j$, the sign coming from $ij=-ji$. The terms with one hole annihilator are $\tfrac12\sum\langle me\|ij\rangle\{m^\dagger e^\dagger ji\}=-\tfrac12\sum\langle me\|ij\rangle e^\dagger ji\,m^\dagger$, three transpositions. With $m^\dagger c^\dagger k|0\rangle=-\delta_{mk}c^\dagger|0\rangle$ and $c^\dagger$ moved past $ji$ without sign, they give $\sum_{i<j}\sum_e\langle ke\|ij\rangle e^\dagger c^\dagger ji|0\rangle$, whose component is $+\langle ka\|ij\rangle$ for $c=b$ and $-\langle kb\|ij\rangle$ for $c=a$. Thus

$$(A_{21})_{ijab,kc}=\lambda\big[\delta_{ki}\langle ab\|cj\rangle-\delta_{kj}\langle ab\|ci\rangle+\delta_{cb}\langle ka\|ij\rangle-\delta_{ca}\langle kb\|ij\rangle\big], \tag{10}$$

$$A=\begin{pmatrix}A^{\rm CIS}+\lambda^2A^{(2)}&A_{21}^T\\A_{21}&\Delta\end{pmatrix}. \tag{11}$$

The second row of $AR=\omega R$ reads $A_{21}R_1+\Delta R_2=\omega R_2$. For $\omega$ different from every $\Delta$ it gives $R_2=-(\Delta-\omega)^{-1}A_{21}R_1$, and the first row becomes

$$A_{\rm eff}(\omega)R_1=\omega R_1,\qquad A_{\rm eff}(\omega)_{\mu\nu}=A^{\rm CIS}_{\mu\nu}+\lambda^2\big[\langle\mu|WT_2\tau_\nu|0\rangle-\delta_{\mu\nu}E_{\rm MP2}\big]-\lambda^2\sum_{\kappa_2}\frac{\langle\mu|W|\kappa_2\rangle\langle\kappa_2|W|\nu\rangle}{\Delta_\kappa-\omega}. \tag{12}$$

The CIS(D$_n$) methods are quasi-degenerate second-order corrections to CIS. They diagonalize, in the whole singles space, the CIS matrix plus the coupling to doubles plus the coupling to triples of the product form $T_2\tau_\nu|0\rangle$, measured from the MP2 ground-state energy, and they expand the doubles denominator as $(\Delta-\omega)^{-1}=\Delta^{-1}\sum_m(\omega/\Delta)^m$, keeping $m\le n$. The series converges for $|\omega|<\min\Delta$, and the member with the denominator unexpanded, CIS(D$_\infty$), is term by term equation (12). The CC2 Jacobian at $T_1=0$ is therefore the CIS(D$_\infty$) matrix written in the space of singles and doubles.

The size of the neglected $T_1$ effects follows from order counting. Since $[F,T_1]$ commutes with $T_1$, the expansion of $e^{-T_1}Fe^{T_1}$ stops after one commutator, and $\hat H=H+[F,T_1]+\lambda[W,T_1]+\dots$. In $\Omega_{\mu_1}$ the first-order terms are $D_\mu t_\mu+\lambda\langle\mu_1|W|0\rangle$, so $T_1$ has no first-order part; at second order $D_\mu t_\mu=-\lambda^2\langle\mu_1|WT_2|0\rangle$. Thus $T_1=O(\lambda^2)$. Every block of (3) that contains $\hat H$ contains it in a commutator with a $\tau$, which removes the second-order operator $[F,T_1]$, so the blocks change first through $\lambda[W,T_1]=O(\lambda^3)$. In $\Omega_{\mu_2}$, $\langle\mu_2|[F,T_1]|0\rangle=0$ by rank, so the doubles change at third order and affect $A_{11}$ at fourth. In the folded matrix a third-order change of a coupling block is multiplied by a first-order one. The leading difference between CC2 and CIS(D$_\infty$) is then $\lambda\langle\mu_1|[[W,T_1],\tau_\nu]|0\rangle$, of third order.

ADC(2) has a definition that makes no reference to coupled-cluster theory, the intermediate-state representation. Let $|\Psi_0\rangle$ be the exact normalized ground state with energy $E_0$ and $Q=1-|\Psi_0\rangle\langle\Psi_0|$. The precursor states are $|\nu^\#\rangle=Q\tau_\nu|\Psi_0\rangle$, with overlap matrix $S_{\mu\nu}=\langle\mu^\#|\nu^\#\rangle$. The singles precursors are orthonormalized symmetrically with $S_{11}^{-1/2}$; the doubles precursors are first made orthogonal to the resulting singles states and then orthonormalized symmetrically among themselves; each higher class is treated in the same way. This yields intermediate states $|\tilde\mu\rangle=\sum_\nu|\nu^\#\rangle X_{\nu\mu}$ with $X^TSX=1$, where $X$ is block upper triangular because a class contains only precursors of its own and lower rank. The matrix $M_{\mu\nu}=\langle\tilde\mu|H-E_0|\tilde\nu\rangle$ is real symmetric and has the exact excitation energies as eigenvalues. Strict ADC(2) keeps singles and doubles, with $M_{11}$ through second order, $M_{21}$ through first order and $M_{22}$ at zeroth order.

Write the exact state as $|\Psi_0\rangle=Ne^{T}|0\rangle$ with the complete cluster operator $T$, and let $\bar H=e^{-T}He^{T}$. Since $H|\Psi_0\rangle=E_0|\Psi_0\rangle$ and $\tau_\nu$ commutes with $e^{T}$,

$$(H-E_0)\tau_\nu|\Psi_0\rangle=[H,\tau_\nu]|\Psi_0\rangle=Ne^{T}[\bar H,\tau_\nu]|0\rangle .$$

The vector $[\bar H,\tau_\nu]|0\rangle$ is expanded in the determinant basis as $\eta_\nu|0\rangle+\sum_\kappa|\kappa\rangle\mathcal A_{\kappa\nu}$, where $\mathcal A_{\kappa\nu}=\langle\kappa|[\bar H,\tau_\nu]|0\rangle$ is the Jacobian of untruncated coupled-cluster theory, and $Ne^{T}|\kappa\rangle=\tau_\kappa|\Psi_0\rangle$. Multiplying by $Q$, which commutes with $H$ and annihilates the $\eta_\nu$ term, gives

$$(H-E_0)|\nu^\#\rangle=\sum_\kappa|\kappa^\#\rangle\mathcal A_{\kappa\nu},\qquad K_{\mu\nu}\equiv\langle\mu^\#|H-E_0|\nu^\#\rangle=(S\mathcal A)_{\mu\nu}. \tag{13}$$

Hence $M=X^TS\mathcal AX=X^{-1}\mathcal AX$, because $X^TS=X^{-1}$ for the square matrix $X$ of the complete space. The Jacobian represents $H-E_0$ in the non-orthogonal basis of precursor states, which is the origin of its asymmetry, and $M$ represents the same operator after orthonormalization.

The orders of $\mathcal A$ follow from $\bar H=F+[F,T]+\lambda e^{-T}We^{T}$, in which $[F,T]$ drops out of the commutator with $\tau_\nu$. First-order perturbation theory gives $T=\lambda T_2+O(\lambda^2)$ with the amplitudes (4), because $W_N|0\rangle$ contains doubles only. Therefore

$$[\bar H,\tau_\nu]=[F,\tau_\nu]+\lambda[W,\tau_\nu]+\lambda^2[[W,T_2],\tau_\nu]+O(\lambda^3). \tag{14}$$

At zeroth order $\mathcal A$ is diagonal. Comparison with (3) at $T_1=0$ shows $\mathcal A_{11}=A_{11}+O(\lambda^3)$, $\mathcal A_{21}=A_{21}+O(\lambda^2)$ and $\mathcal A_{22}=\Delta+O(\lambda)$. The block $\mathcal A_{31}$ at first order needs the rank $+2$ part of $W$, which is $G$ and commutes with $\tau_\nu$, and ranks $n>3$ cannot be reached from a single with one $W$. So $\mathcal A_{n1}=O(\lambda^2)$ for $n\ge3$.

The overlap is $S_{\mu\nu}=\langle\Psi_0|\tau_\mu^\dagger\tau_\nu|\Psi_0\rangle-\langle\Psi_0|\tau_\mu^\dagger|\Psi_0\rangle\langle\Psi_0|\tau_\nu|\Psi_0\rangle$, with

$$|\Psi_0\rangle=\big(1-\tfrac12\lambda^2\langle0|T_2^\dagger T_2|0\rangle\big)|0\rangle+\lambda T_2|0\rangle+\lambda^2|\chi\rangle+O(\lambda^3),\qquad\langle0|\chi\rangle=0,$$

where the factor on $|0\rangle$ restores the norm through second order. At zeroth order $S=1$. The expectation value $\langle\Psi_0|\tau_\nu|\Psi_0\rangle$ vanishes at zeroth order, and its first-order part $\langle0|T_2^\dagger\tau_\nu|0\rangle$ exists only for doubles, so the subtracted product is at least of second order, and of fourth order in the singles block. The first-order part of $S$ is $\langle0|\tau_\mu^\dagger\tau_\nu T_2|0\rangle+\langle0|T_2^\dagger\tau_\mu^\dagger\tau_\nu|0\rangle$, which requires the ranks of $\mu$ and $\nu$ to differ by exactly two. Hence $S_{11}$ and $S_{22}$ are $1+O(\lambda^2)$, $S_{13}=O(\lambda)$, and $S_{12}$ and $S_{1n}$ with $n\ge4$ are $O(\lambda^2)$. At second order in the singles block, $\tau_\mu^\dagger\tau_\nu$ preserves the rank and so cannot connect $|\chi\rangle$ with $|0\rangle$; the normalization factor enters twice, and what remains is the left side of (8) with $X=Y=T_2$:

$\langle0|T_2^\dagger\tau_\mu^\dagger\tau_\nu T_2|0\rangle-\delta_{\mu\nu}\langle0|T_2^\dagger T_2|0\rangle$ is the second-order singles overlap, which (8) expresses through the amplitudes. This part has shown that the CC2 Jacobian at $T_1=0$ is the CIS(D$_\infty$) matrix (11); it remains to use the overlap to obtain the ADC(2) matrix, to relate both to CIS(D), and to test the results numerically.
